Threshold spread from random interface donors in a small thin-film transistor

**Question.** A thin-film transistor has a gate of 100 nm by 100 nm on 5 nm of silicon dioxide. Its oxide-semiconductor interface carries 100 donors on average, placed at random. How much does the threshold voltage vary between nominally identical devices, and how does this spread scale with the design?

**Answer.** The standard deviation is about 23 mV if the donors are singly ionized and independent, and if the threshold follows the channel potential averaged over the gate area. At fixed donor density it is proportional to the oxide thickness and to the inverse square root of the gate area. The estimate covers donor randomness alone. Grounded contacts, double ionization and an uneven channel change it by amounts worked out below.

**The number of donors**

Let the interface have M possible sites, each occupied independently with a small probability p. The occupation s of a site is 0 or 1, so s² = s and

⟨s²⟩ − ⟨s⟩² = p − p² = p(1 − p).

Variances of independent quantities add. With N the number of donors and N̄ = Mp its mean,

Var(N) = Mp(1 − p) = N̄(1 − p).

When p tends to zero at fixed N̄, the count becomes Poisson distributed and Var(N) = N̄. For N̄ = 100 the rms fluctuation is 10 donors. With an assumed 10 sites per nm² there are 10⁵ sites and p = 0.001, which lowers the spread by only 0.05 percent. Independence matters more. If donors repel one another during formation, or cluster, then Var(N) = F N̄ with F different from 1, and the threshold spread is multiplied by √F.

**The shift caused by one donor**

The algebra uses atomic units: the elementary charge is 1 and Poisson's equation reads

∇·(κ∇φ) = −4πρ.

The interface is at z = 0, the gate at z = −t, and the film fills 0 < z < d. The oxide has relative permittivity κ and the film κ_s. The gate is held at a fixed voltage, so the potential added by a donor vanishes there. Assume for now that no field leaves through the sides and that there is no second electrode above the film.

Average the added potential over the gate area A and call the result φ̄(z). The lateral derivatives in Poisson's equation integrate to fluxes through the sides, which are zero. One donor at the interface then gives

d/dz (κ(z) dφ̄/dz) = −(4π/A) δ(z).

The donor's lateral position has dropped out. Above the interface κ_s dφ̄/dz is constant, and it is zero because no averaged flux leaves through the top. Integrating across the interface gives

0 − κ φ̄′(0⁻) = −4π/A,

so the slope in the oxide is 4π/(κA). The potential climbs from zero at the gate, over a thickness t, to

b = 4πt/(κA).

It keeps this value throughout the film, whatever the film's thickness and permittivity. Since C = κA/(4πt) is the gate capacitance, b = 1/C, or the elementary charge divided by C in ordinary units.

Define threshold as the gate voltage at which the channel holds a fixed, small mean charge, and take the channel to be uniform. That requires a fixed channel potential. A gate voltage V_G contributes V_G to this potential and N donors contribute Nb. Keeping V_G + Nb fixed gives

V_T = V_0 − Nb,

where V_0 is the threshold without donors. The sign is negative because positive donors attract electrons, so less gate voltage is needed. The mean shift and the spread are

⟨V_T⟩ − V_0 = −N̄b,

σ = b√N̄ = 4πt√N̄/(κA).

For κ = 3.9 the gate capacitance is 69.06 aF, and one elementary charge on it gives b = 2.320 mV. Hence

σ = 2.320 mV × 10 = 23.2 mV,

or 8.53 × 10⁻⁴ hartree as an energy per electron. The mean shift is −232 mV. It is common to all devices and could be compensated by a common change of gate bias; the 23 mV could not.

The independence from lateral position was tested by solving Poisson's equation on a grid in volts and nanometres, with closed sides and the donor at each of 50 positions across the gate. Each position gave the step b to within one part in a million.

**How the spread scales**

Two comparisons must be kept apart. With the mean number N̄ held fixed, σ varies as 1/A. With the areal density n = N̄/A held fixed,

σ = (4πt/κ) √(n/A).

Reducing the gate to 50 nm by 50 nm at the same density leaves 25 donors on average. The step per donor rises fourfold and the rms number falls from 10 to 5, so σ doubles to 46 mV. Halving the oxide thickness at fixed n, A and κ halves σ. The ratio of the spread to the size of the mean shift is 1/√N̄, here 10 percent, and contains no oxide property.

The scaling with area does not identify donors as the cause. A random potential made of many independent patches, each small compared with the gate, also has an area mean whose variance falls as 1/A.

**Donors that do not count equally**

Let donor i contribute q_i steps instead of one, with the q_i independent of each other and of N. For a given N, the sum Q of the contributions has mean N⟨q⟩ and variance N(⟨q²⟩ − ⟨q⟩²). The full variance is the average of this variance plus the variance of this mean:

Var(Q) = N̄(⟨q²⟩ − ⟨q⟩²) + ⟨q⟩²N̄ = N̄⟨q²⟩.

Therefore

σ = b √(N̄⟨q²⟩).

If each donor is ionized with probability one half, ⟨q²⟩ = 1/2 and the spread is 16.4 mV. If every donor gives up two electrons, ⟨q²⟩ = 4 and it is 46.4 mV. The total donor number is 100 on average in both cases. As a mixed test, charges 0, 1 and 2 were given probabilities 0.2, 0.5 and 0.3. Then ⟨q²⟩ = 0.5 + 4 × 0.3 = 1.7, and an explicit sum over the probability distribution reproduced the variance 170 to within one part in a million.

Depth also changes the weight. For a donor inside the oxide at distance s from the gate, the averaged field exists only between gate and donor. The potential climbs over s instead of t, so

q = s/t.

For a donor at height z in the film, the same flux 4π/A continues through the film up to the donor. A channel plane at height c sees the extra potential 4π min(z,c)/(κ_s A). Dividing the total by b gives

q = 1 + κ min(z,c)/(κ_s t).

Take κ_s = 10 and c = 3 nm. A donor 1 nm inside the oxide has q = 0.800, while one at or above the channel plane has q = 1 + 3.9 × 3/(10 × 5) = 1.234. If all donors moved to such depths, the spread would be 18.6 mV or 28.6 mV.

**Source and drain take part of the field**

The assumption of closed sides needs a check for so short a channel. Suppose instead that the film ends at grounded contacts at x = ±L/2, where x is measured from the channel centre. A donor close to a contact sends much of its field there and moves the channel potential less.

An estimate follows from treating the potential as constant across the film and neglecting lateral flux in the oxide. The weight q(x) is the area-mean potential due to a donor at x, divided by b. Because the response between two points of the film is the same in both directions, q(x) also equals the potential at x due to a uniform sheet of charge, divided by its value far from contacts. For a sheet density ν, flux balance in the film reads

κ_s d φ″ − κφ/t + 4πν = 0.

The first term is lateral flux in the film and the second is flux into the oxide. Far from the contacts φ = 4πtν/κ. With φ = 0 at both ends the solution is

q(x) = 1 − cosh(x/λ)/cosh(L/2λ), λ = √(κ_s t d/κ).

Put β = L/(2λ). Over the channel, the mean of cosh(x/λ)/cosh β is tanh β/β. Using cosh²u = (1 + cosh 2u)/2, the mean of its square is

1/(2cosh²β) + tanh β/(2β).

Expanding q² and collecting terms gives

⟨q²⟩ = 1 − (3/2) tanh β/β + 1/(2cosh²β).

For a long channel, β ≫ 1, this becomes 1 − 3λ/L. In the variance of the mean channel potential, the contacts remove a length of 3λ from the channel.

With d = 10 nm, λ = √(10 × 5 × 10/3.9) = 11.3 nm and β = 4.4. The formula gives ⟨q²⟩ = 0.66, so the spread of the mean channel potential is multiplied by 0.81. Since d is not small compared with λ, this is a rough reduction of the full problem. The grid solution of Poisson's equation, which keeps the flux in the oxide and the variation across the film, gives a factor of 0.79 and a spread of 18.3 mV in this mean potential; the output lists it as the contact-case spread. The weight is 0.96 at the centre and about 0.1 at 1 nm from a contact.

The threshold spread is a different quantity, because the contacts also weaken the gate. A gate voltage V_G changes the oxide term in the flux balance to −κ(φ − V_G)/t, which acts like a uniform sheet with 4πν = κV_G/t. The channel potential it produces is V_G q(x), with mean ⟨q⟩V_G instead of V_G. Keeping the mean channel potential fixed then gives

σ = b √(N̄⟨q²⟩)/⟨q⟩, ⟨q⟩ = 1 − tanh β/β.

Here ⟨q⟩ = 0.77, so the threshold spread is 23.2 mV × 0.81/0.77, or about 24 mV. Since ⟨q²⟩ is never less than ⟨q⟩², the contacts cannot lower the threshold spread in this model.

This result still gives all parts of the channel equal influence on the threshold, so 24 mV applies only to a threshold tied to the mean channel potential. Below threshold the contacts make the barrier highest near the channel centre. The current is then controlled by a smaller region, and the placement of the donors matters more. For a threshold read from the conductance, without screening by channel electrons, the spread with contacts is roughly 29 to 30 mV.

**How uneven is the channel?**

The area mean hides the local hills and wells made by the donors. To find their size, take an interface charge of unit amplitude that varies laterally as a wave of wave number k. Its potential is the same wave times f(z), with f″ = k²f away from the charge. In the oxide f is proportional to sinh(k(z + t)), which vanishes at the gate. In the film it is proportional to

κ_s cosh(k(d − z)) + κ_a sinh(k(d − z)),

where κ_a = 1 is the permittivity of the air above. This form meets the condition κ_s f′(d) = −κ_a k f(d), which joins it to a potential decaying in the air. At the interface f is continuous and the flux jumps:

κ_s f′(0⁺) − κ f′(0⁻) = −4π.

Substituting the two slopes gives

f(0) = 4π / { k [κ coth(kt) + κ_s(κ_s tanh kd + κ_a)/(κ_s + κ_a tanh kd)] }.

As k → 0, k coth(kt) → 1/t and the film term times k vanishes. What remains is 4πt/κ, which is b times A: the counting result is the k = 0 part of the full response.

Let G(k) be f at the channel plane and g(r) the corresponding potential of a single donor. The variance rule for unequal contributions applies to the potential at one point, with the random donor position setting the contribution. For a large area,

Var(φ) = n ∫ g² d²r = (n/2π) ∫₀^∞ k G(k)² dk.

The second form follows from writing g as a sum of waves and integrating over their directions. At c = 0 the integral diverges logarithmically, because G then falls as 1/k. A finite channel height cuts it off, so the result depends on c. For c = 3 nm it gives an rms local potential of 51.6 mV; 400 random donor patterns gave 51.7 mV. Part of this is the shift of the whole device. Subtracting the square of its 23.2 mV leaves a variation of about 46 mV within one device. That is 1.8 times the thermal voltage of 25.9 mV at 300 K, so the channel is far from uniform near threshold.

**Does the current follow the mean potential?**

Write θ for the thermal energy and let the local sheet conductivity be S = S_0 exp(φ/θ), as for a dilute, nondegenerate channel with constant mobility. With a unit voltage between the contacts and u the driving potential, the conductance equals the dissipated power:

K = ∫ S |∇u|² d²r.

A small change of S alters K by

δK = ∫ δS |∇u|² d²r + 2∫ S ∇u·∇δu d²r.

The second term vanishes on integration by parts: the current S∇u has no divergence, δu is zero at the contacts, and the sides contribute nothing. In a uniform channel |∇u| = 1/L, while K = S_0 A/L². Therefore

δK/K = (1/A) ∫ (δS/S_0) d²r = φ̄/θ.

To first order in φ/θ the current responds to the area mean, as the counting estimate requires. Here the fluctuations are about 2θ, so this argument does not settle the matter.

A network calculation does so within a classical model. The channel was divided into 32 by 32 cells with local conductivity exp(φ/θ), and the threshold shift was defined as −θ ln(K/K_0), with K_0 the conductance at φ = 0. The donor patterns were continued periodically, without contact screening. When the potentials of the first five patterns were scaled down by a factor of 1000 and the resulting shift scaled back up, the counting result −Nb was recovered to within 0.5 mV for each pattern.

At full strength, 400 patterns gave a threshold spread of 24.0 mV, with a sampling error of about 0.9 mV. In the same patterns the mean potential alone had a spread of 22.7 mV, slightly below the expected 23.2 mV because the sample is finite. A straight-line fit gives 2.30 mV per added donor, close to b, and a residual of 8.4 mV that comes from where the donors sit. For a Poisson count these parts combine to

√[(2.30 × 10)² + 8.4²] mV = 24.5 mV.

Placement therefore adds about 6 percent to the counting spread for these periodic patterns. The addition is small because independent parts add as squares. With closed sides it is larger, about 15 percent or 27 mV in total, because a donor near an edge then acts together with its mirror image. All this applies to a threshold read from the conductance. A threshold read from the mean charge follows the area mean of exp(φ/θ), which gives deep wells much more weight. In so uneven a channel the two definitions no longer agree, and the charge threshold varies more from device to device: by roughly 35 mV for periodic patterns when screening by channel electrons is ignored. Doubling the number of cells along each side changed the effective potential of the first 30 patterns by −0.6 mV on average, with a scatter of 0.1 mV, so the mesh does not limit this conclusion.

**Mobile charge and oxide stress**

The network ignores screening by channel electrons. For a dilute channel of density n_c, dn_c/dφ = n_c/θ, which acts as a capacitance per area. At a threshold density of 10¹⁰ cm⁻² it is 9 percent of the oxide capacitance, so in a uniform channel the neglect is reasonable as a linear estimate. In an uneven channel the electrons gather in the wells, where the local ratio can exceed one, so this average does not by itself justify the neglect there. Strictly, the network result describes a channel so dilute that the ratio stays small in the wells too. Since this ratio grows in proportion to n_c, at ten times the density it would be 0.9, and the network result should not be carried over to that regime.

In a uniform channel the same threshold density means one electron under the gate on average; an uneven channel of equal conductance holds several, most of them in the wells. The smooth channel charge used here is thus a time average, and correlations between individual electrons are left out. Degeneracy is negligible on average: with a rough effective mass of 0.35 electron masses, the mean density is 0.3 percent of the thermal energy times the two-dimensional density of states. In the wells this ratio is larger.

One volt across the oxide gives 2 MV/cm, well below the rough 10 MV/cm at which good silicon dioxide breaks down. With a rough barrier of 3 eV and a tunnelling mass of 0.4 electron masses, the semiclassical transmission factor is about 10⁻²². Direct tunnelling through a perfect oxide is therefore strongly suppressed; leakage through defects is not covered.

**Comparison with real devices**

The film values are rough ones for amorphous indium-gallium-zinc oxide, and 10¹² donors per cm² is a plausible order of magnitude rather than a material constant. The 100 nm gate and 5 nm oxide belong to strongly scaled devices, far from the larger transistors used in displays. For a 10 µm by 10 µm gate on 100 nm of the same oxide, at the same donor density, the thickness raises σ twentyfold and the area lowers it a hundredfold, giving 4.6 mV from counting alone. The small effect of placement found above cannot be carried over to this device. Its distant gate screens the donors less, so the hills and wells are larger, and at a threshold density of 10¹⁰ cm⁻² the ratio of mobile to oxide capacitance is 20 × 0.09 = 1.8.

In the small device, real contacts break the closed-side assumption. They weaken the donors and the gate together, so a threshold tied to the mean channel potential changes only from 23 mV to about 24 mV. A threshold read from the current is set by the central barrier and spreads more, roughly 30 mV in the unscreened model. Donors that release two electrons would instead double the closed-side counting value to 46 mV; they also double the local hills and wells, so the effect of placement, not included in this figure, grows as well. Trap states in the film, variations of oxide thickness and variations of gate length are absent from the model; where independent of the donors, they add to the variance. A measured spread near 23 mV would thus not by itself establish a count of 100 donors. The numerical output below lists the inputs and the main results.

Table of computed values

```
gate side: 100 nm
oxide thickness: 5.0 nm
oxide permittivity: 3.90
film thickness (rough): 10.0 nm
film permittivity (rough): 10.0
channel height (rough): 3.0 nm
effective mass (rough): 0.35 electron masses
temperature: 300 K
thermal voltage: 25.85 mV
mean donor number: 100
donor density: 1.00 1e12 cm^-2
gate capacitance: 69.06 aF
threshold step per donor: 2.320 mV
mean threshold shift: -232.0 mV
rms donor number fluctuation: 10.00
THRESHOLD SPREAD: 23.20 mV
same spread as energy per electron: 8.5254e-04 hartree
site density assumed: 10.0 nm^-2
spread loss from finite sites: 0.050 percent
spread, half of donors ionized: 16.40 mV
spread, all donors doubly charged: 46.40 mV
weight, donor 1 nm inside oxide: 0.800
weight, donor at or above channel: 1.234
contact case: weight at channel centre: 0.959
contact case: weight 1 nm from contact: 0.102
contact case: spread factor: 0.790
contact case: spread: 18.33 mV
local rms potential, integral: 51.58 mV
local rms potential, samples: 51.74 mV
network samples: 400
sampled spread of mean potential: 22.69 mV
network threshold spread: 24.03 mV
its sampling error (normal estimate): 0.85 mV
network mean threshold shift: -230.1 mV
network step per added donor: 2.301 mV
network spread from placement alone: 8.35 mV
finer mesh: mean change of potential: -0.56 mV
finer mesh: rms scatter of change: 0.12 mV
threshold electron density: 1.00 1e10 cm^-2
mean electrons under gate: 1.00
mobile to oxide capacitance ratio: 0.090
degeneracy ratio n/(states kT): 0.0026
oxide voltage for stress check: 1.0 V
oxide field: 2.00 MV/cm
tunnel barrier (rough): 3.0 eV
oxide tunnelling mass (rough): 0.40 electron masses
log10 of tunnelling factor: -22.2
```
